# The critical nuclear charge of the Brown–Ravenhall operator and its spinless counterpart, part 1

(Sections cited here and not found follow in the second part.)

**Q.** In a heavy atom the inner electrons are relativistic, and the obvious Hamiltonian is a sum of one-electron Dirac operators plus the Coulomb repulsion. That Hamiltonian has no stable two-electron bound states. One electron can be raised into the positive continuum and the other dropped into the negative continuum at the same total energy, and the repulsion couples the would-be bound state to such pairs. The Brown–Ravenhall cure is to allow only states built from positive-energy solutions of the free Dirac equation. On those states the kinetic energy is $\sqrt{p^2+m^2}$, which grows only linearly with $p$, as the Coulomb attraction does when a state is squeezed. The spinless operator $\sqrt{p^2+m^2}-Z\alpha/r$ collapses above $Z\approx 87$. Why should the projected operator survive longer?

**A.** Because it has the same kinetic energy but a weaker attraction at short distance. Take $\hbar=c=1$, electron mass $m$, a point nucleus, $\gamma=Z\alpha\ge 0$ and $E(p)=\sqrt{p^2+m^2}$. Let $D_0=\boldsymbol\alpha\cdot\mathbf p+\beta m$ be the free Dirac operator and $\Lambda_+$ the projector on its positive-energy states. The two operators are

$$B_\gamma=\Lambda_+\Big(D_0-\frac{\gamma}{r}\Big)\Lambda_+ ,\qquad H_\gamma=\sqrt{p^2+m^2}-\frac{\gamma}{r},$$

the first on four-component functions with $\Lambda_+\psi=\psi$, the second on scalar functions. Both are read as quadratic forms, that is, through their expectation values on states of finite kinetic energy $\int E|\hat\psi|^2d^3p$. The claims are

$$B_\gamma\ge-\gamma\Big(\frac{\pi}{4}-\frac1\pi\Big)m\quad\text{for }\gamma\le\gamma_B=\frac{2}{\pi/2+2/\pi},\qquad H_\gamma\ge m\sqrt{1-\Big(\frac{\pi\gamma}{2}\Big)^2}\quad\text{for }\gamma\le\gamma_H=\frac2\pi ,$$

with the endpoints included, and each operator is unbounded below beyond its threshold. Numerically $\gamma_B=0.906037$ and $\gamma_H=0.636620$. With $1/\alpha=137.035999$ these give $Z_B=124.160$ and $Z_H=87.240$, so the last allowed integers are 124 and 87. The thresholds are sharp. The floor stated for $B_\gamma$ is not.

**Q.** A projector is an abstract object. What does a projected state look like?

**A.** Use the Fourier convention $\psi(\mathbf x)=(2\pi)^{-3/2}\int e^{i\mathbf p\cdot\mathbf x}\hat\psi(\mathbf p)\,d^3p$ and the standard representation, in which $D_0$ at fixed $\mathbf p$ is the matrix with diagonal blocks $m$, $-m$ and off-diagonal blocks $\boldsymbol\sigma\cdot\mathbf p$. Write $\mathbf p=p\,\mathbf n$ with $|\mathbf n|=1$, and define

$$\phi_\pm(p)=\sqrt{\frac{E\pm m}{2E}},\qquad \hat\psi(\mathbf p)=\begin{pmatrix}\phi_+\,u(\mathbf p)\\ \phi_-\,(\boldsymbol\sigma\cdot\mathbf n)\,u(\mathbf p)\end{pmatrix},\tag{1}$$

with $u$ an arbitrary two-component function. Since $E-m=p^2/(E+m)$, we have $\phi_-/\phi_+=p/(E+m)$. The Pauli algebra gives $(\boldsymbol\sigma\cdot\mathbf n)^2=1$. The upper block of $D_0\hat\psi$ is then

$$(m\phi_++p\,\phi_-)u=\phi_+\Big(m+\frac{p^2}{E+m}\Big)u=E\phi_+u .$$

The lower block is $(p\,\phi_+-m\phi_-)(\boldsymbol\sigma\cdot\mathbf n)u$, and $p\,\phi_+=(E+m)\phi_-$ turns it into $E\phi_-(\boldsymbol\sigma\cdot\mathbf n)u$. So $D_0\hat\psi=E\hat\psi$. The matrix $D_0$ has square $E^2$ and trace zero, so its eigenvalues are $+E$ twice and $-E$ twice, and the two free components of $u$ exhaust the positive eigenspace. Because $\boldsymbol\sigma\cdot\mathbf n$ is Hermitian with square one it preserves length, and $\phi_+^2+\phi_-^2=1$ gives $|\hat\psi|^2=|u|^2$. The norm is $\int|u|^2d^3p$ and the kinetic energy is $\int E|u|^2d^3p$.

**Q.** Then $|\hat\psi|=|u|$, and I could bound the Coulomb energy of each of the four components with the scalar inequality. That gives the spinless threshold and nothing better.

**A.** It gives $\gamma\le2/\pi$ as a sufficient condition, which need not be the true threshold. The scalar inequality is nearly saturated only by spherically symmetric functions, and (1) does not allow the upper and lower components to be spherically symmetric together. To use this, the Coulomb energy has to be resolved into angular momenta.

Begin with the screened potential. With $t$ the cosine of the angle between $\mathbf q$ and $\mathbf x$,

$$\int\frac{e^{-\mu r}}{r}e^{-i\mathbf q\cdot\mathbf x}d^3x=2\pi\int_0^\infty r\,e^{-\mu r}\int_{-1}^1e^{-iqrt}dt\,dr=\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr=\frac{4\pi}{q^2+\mu^2}.$$

Inserting the Fourier integrals of $\psi^\dagger$ and $\psi$ supplies a factor $(2\pi)^{-3}$, and $4\pi/(2\pi)^3=1/2\pi^2$. For the moment let $\hat\psi$ be bounded and vanish outside a shell $0<p_1\le p\le p_2$. The limit $\mu\to0$ is then safe. The position integral increases monotonically to its limit, and the momentum integrand is dominated by a constant times $|\mathbf p-\mathbf p'|^{-2}$, which is integrable over a bounded region in three dimensions. Hence

$$\Big\langle\frac1r\Big\rangle=\int\frac{|\psi|^2}{r}d^3x=\frac{1}{2\pi^2}\iint\frac{\hat\psi^\dagger(\mathbf p)\,\hat\psi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p\,d^3p'.\tag{2}$$

Now let $t=\mathbf n\cdot\mathbf n'$. Then $|\mathbf p-\mathbf p'|^2=2pp'(z-t)$ with $z=\tfrac12(p/p'+p'/p)\ge1$. Define the Legendre function of the second kind by

$$Q_l(z)=\frac12\int_{-1}^1\frac{P_l(t)}{z-t}\,dt,\qquad z>1 .$$

For $p\ne p'$ the function $1/(z-t)$ is smooth on $[-1,1]$, and $\int P_lP_{l'}dt=2\delta_{ll'}/(2l+1)$ fixes its Legendre series as $\sum_l(2l+1)Q_l(z)P_l(t)$. The set $p=p'$ has measure zero. The sum $\sum_mY_{lm}(\mathbf n)Y^*_{lm}(\mathbf n')$ is unchanged by a common rotation, because the $Y_{lm}$ of one $l$ transform unitarily. With $\mathbf n'$ along the polar axis only $m=0$ survives, and $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$ with $P_l(1)=1$ gives $(2l+1)P_l(t)/4\pi$ for the sum. Therefore

$$\frac{1}{|\mathbf p-\mathbf p'|^2}=\frac{2\pi}{pp'}\sum_{l,m}Q_l(z)\,Y_{lm}(\mathbf n)Y_{lm}^*(\mathbf n').\tag{3}$$

For a scalar $\hat\psi=\sum a_{lm}(p)Y_{lm}(\mathbf n)/p$, a finite sum, the norm is $\sum\int|a_{lm}|^2dp$. In (2) the volume elements give $p^2p'^2$, the wave functions $1/pp'$ and (3) another $2\pi/pp'$. All powers cancel, orthonormality removes the cross terms, and $2\pi/2\pi^2=1/\pi$:

$$\Big\langle\frac1r\Big\rangle=\frac1\pi\sum_{lm}\iint\overline{a_{lm}(p)}\,Q_l(z)\,a_{lm}(p')\,dp\,dp'.\tag{4}$$

**Q.** And with spin? The factor $\boldsymbol\sigma\cdot\mathbf n$ mixes angular momenta.

**A.** It changes $l$ in a definite way. Let $\Omega_{\kappa\mu}(\mathbf n)$ be the orthonormal spinor harmonics with total angular momentum $j=|\kappa|-\tfrac12$ and projection $\mu$, and with orbital angular momentum $l=-\kappa-1=j-\tfrac12$ for $\kappa<0$ and $l=\kappa=j+\tfrac12$ for $\kappa>0$. From $[L_i,n_j]=i\epsilon_{ijk}n_k$ and $[S_i,\sigma_j]=i\epsilon_{ijk}\sigma_k$,

$$[J_i,\sigma_jn_j]=i\epsilon_{ijk}(\sigma_jn_k+\sigma_kn_j)=0,$$

since the bracket is symmetric in $j,k$. So $\boldsymbol\sigma\cdot\mathbf n$ keeps $j$ and $\mu$. It is odd under $\mathbf n\to-\mathbf n$, so it reverses the parity $(-1)^l$. For given $j,\mu$ there are only the two functions $\Omega_{\pm\kappa,\mu}$, of opposite parity, and the map preserves the norm. Hence $(\boldsymbol\sigma\cdot\mathbf n)\Omega_{\kappa\mu}=\eta\,\Omega_{-\kappa\mu}$ with $|\eta|=1$. In the usual phase convention $\eta=-1$. Only $|\eta|^2$ enters below. The partner has orbital angular momentum $\bar l=2j-l$.

Put $u=\sum a_{\kappa\mu}(p)\Omega_{\kappa\mu}(\mathbf n)/p$. The upper half of (1) has radial functions $\phi_+a_{\kappa\mu}$ on the orthonormal set $\Omega_{\kappa\mu}$, and the lower half has $\eta\phi_-a_{\kappa\mu}$ on the orthonormal set $\Omega_{-\kappa\mu}$. Each component of a spinor harmonic is a multiple of one $Y_{lm}$, so the kernel (3) multiplies the spinor by $2\pi Q_l/pp'$ after the angular integration. The form of $B_\gamma$ is a sum over independent channels, each equal to

$$b[a]=\int E|a|^2dp-\frac\gamma\pi\iint\overline{a(p)}\,\big[\phi_+Q_l(z)\phi_+'+\phi_-Q_{\bar l}(z)\phi_-'\big]a(p')\,dp\,dp',\tag{5}$$

where primes mark the argument $p'$. The channel $\kappa=-1$ ($s_{1/2}$) has $(l,\bar l)=(0,1)$, the channel $\kappa=+1$ ($p_{1/2}$) has $(1,0)$, and in all others $j\ge\tfrac32$, so both $l$ and $\bar l$ are at least 1.

**Q.** The kernel $Q_l$ is singular at $p=p'$, and $P_l$ changes sign. How do you bound a form like (4)?

**A.** First, $Q_l$ is positive. Insert Rodrigues' formula $P_l=(2^ll!)^{-1}\,d^l(t^2-1)^l/dt^l$ and integrate by parts $l$ times. The boundary terms vanish because $(t^2-1)^l$ has zeros of order $l$ at $t=\pm1$. Each integration gives a factor $-1$, and $d^l(z-t)^{-1}/dt^l=l!\,(z-t)^{-l-1}$. With $(-1)^l(t^2-1)^l=(1-t^2)^l$,

$$Q_l(z)=\frac{1}{2^{l+1}}\int_{-1}^1\frac{(1-t^2)^l}{(z-t)^{l+1}}\,dt>0 .$$

Second, apply a Schur test. For $X=|f(p)|\sqrt{p/p'}$ and $Y=|f(p')|\sqrt{p'/p}$ we have $XY=|f(p)||f(p')|$ and $XY\le\tfrac12(X^2+Y^2)$. Since $Q_l>0$ this may be used under the integral, and since $z$ is symmetric in $p,p'$ the two terms contribute equally:

$$\iint\bar f\,Q_l\,f'\,dp\,dp'\le\int dp\;p\,|f(p)|^2\int_0^\infty Q_l(z)\frac{dp'}{p'} .$$

The substitution $p'=pe^{s}$ gives $z=\cosh s$ and $dp'/p'=ds$, so the inner integral does not depend on $p$:

$$\iint\bar f\,Q_l\,f'\,dp\,dp'\le I_l\int p\,|f|^2dp,\qquad I_l=\int_{-\infty}^\infty Q_l(\cosh s)\,ds.\tag{6}$$

The singularity is only logarithmic. Directly from the definition, $Q_0=\tfrac12\ln\frac{z+1}{z-1}=\ln\coth(|s|/2)$, and $t/(z-t)=-1+z/(z-t)$ gives $Q_1=zQ_0-1$.

**Q.** You need all the $I_l$, or at least their order.

**A.** They follow from one elementary integral. Put $t=\cos\theta$, $0<\theta<\pi$, and $x=e^s$. Then $ds=dx/x$ and $\cosh s-\cos\theta=(x^2-2x\cos\theta+1)/2x$, so

$$\int_{-\infty}^\infty\frac{ds}{\cosh s-\cos\theta}=\int_0^\infty\frac{2\,dx}{(x-\cos\theta)^2+\sin^2\theta}=\frac{2}{\sin\theta}\Big[\arctan\frac{x-\cos\theta}{\sin\theta}\Big]_0^\infty=\frac{2(\pi-\theta)}{\sin\theta},$$

because the upper limit gives $\pi/2$ and the lower gives $\arctan(-\cot\theta)=\theta-\pi/2$. Insert the definition of $Q_l$ in $I_l$ and exchange the integrals. The measure $|dt|=\sin\theta\,d\theta$ cancels the denominator, and the exchange is allowed because $|P_l|\le1$ makes the double integral absolutely convergent:

$$I_l=\int_0^\pi(\pi-\theta)\,P_l(\cos\theta)\,d\theta .$$

The generating function factorizes, $(1-2h\cos\theta+h^2)^{-1/2}=(1-he^{i\theta})^{-1/2}(1-he^{-i\theta})^{-1/2}$, and the binomial series is $(1-y)^{-1/2}=\sum_kc_ky^k$ with $c_k=\binom{2k}{k}4^{-k}>0$. The coefficient of $h^l$ is $\sum_kc_kc_{l-k}e^{i(2k-l)\theta}$, and it is real, so

$$P_l(\cos\theta)=\sum_{k=0}^lc_kc_{l-k}\cos(l-2k)\theta,\qquad\sum_{k=0}^lc_kc_{l-k}=P_l(1)=1 .$$

This also shows $|P_l|\le1$. For an integer $n\neq0$, integration by parts has a vanishing boundary term and leaves

$$\int_0^\pi(\pi-\theta)\cos n\theta\,d\theta=\frac1n\int_0^\pi\sin n\theta\,d\theta=\frac{1-(-1)^n}{n^2},$$

while $n=0$ gives $\pi^2/2$. For $l=0$ this yields $I_0=\pi^2/2$. For $l=1$, $P_1=\cos\theta$ and $I_1=2$. For odd $l$ every $n=l-2k$ is odd, each integral is $2/n^2\le2$, and the weights sum to one, so $I_l\le2$. For even $l$ only $n=0$ survives and $I_l=c_{l/2}^2\pi^2/2$. The ratio $c_{k+1}/c_k=(2k+1)/(2k+2)$ is below one and $c_1=\tfrac12$, so $I_l\le\pi^2/8<2$ for even $l\ge2$. In short,

$$I_0=\frac{\pi^2}{2},\qquad I_1=2,\qquad I_l\le2\ \text{ for all }l\ge1 .$$

Quadrature of (6) agrees: $I_0=4.93480220$, $I_1=2.00000000$, $I_2=1.23370055$, $I_3=0.88888889$.

**Q.** Finish the spinless case first.

**A.** Equations (4) and (6) with $I_l\le I_0$ give Kato's inequality, $\langle1/r\rangle\le(\pi/2)\int p|\hat\psi|^2d^3p$. With $k=\pi\gamma/2$ this means $\langle H_\gamma\rangle\ge\int(E-kp)|\hat\psi|^2d^3p$. For $k\le1$ the Cauchy–Schwarz inequality for the vector $(p,m)$, of length $E$, and the unit vector $(k,\sqrt{1-k^2})$ reads $kp+m\sqrt{1-k^2}\le E$. Therefore

$$H_\gamma\ge m\sqrt{1-(\pi\gamma/2)^2}\ge0,\qquad\gamma\le2/\pi.\tag{7}$$

For small $\gamma$ the bound is $m-\pi^2m\gamma^2/8$. It lies below the Schrödinger value $m-m\gamma^2/2$, as it must, since $\pi^2/8>\tfrac12$.

**Q.** And the projected case? In (5) the factors $\phi_\pm$ depend on both $p$ and $p'$.

**A.** They factorize. Apply (6) once with $f=\phi_+a$ and once with $f=\phi_-a$:

$$b[a]\ge\int\Big[E-\frac{\gamma p}{\pi}\big(I_l\phi_+^2+I_{\bar l}\phi_-^2\big)\Big]|a|^2dp .$$

Use $\phi_\pm^2=\tfrac12\pm m/2E$ and write $\bar I=(I_0+I_1)/2=3.467401$. For $\kappa=-1$ the bracket is $\bar I+(I_0-I_1)m/2E$. For $\kappa=+1$ it is $\bar I-(I_0-I_1)m/2E$, which is smaller. For the other channels it is at most $2(\phi_+^2+\phi_-^2)=2<\bar I$. The expression for $\kappa=-1$ therefore bounds every channel. Dividing by $\pi$,

$$\frac{I_0+I_1}{2\pi}=\frac\pi4+\frac1\pi=\frac12\Big(\frac\pi2+\frac2\pi\Big)=\frac1{\gamma_B},\qquad\frac{I_0-I_1}{2\pi}=\frac\pi4-\frac1\pi=0.467088 .$$

Summing over channels,

$$\langle B_\gamma\rangle\ge\int e(p)\,|u|^2d^3p,\qquad e(p)=E-\frac{\gamma}{\gamma_B}\,p-\gamma\Big(\frac\pi4-\frac1\pi\Big)\frac{mp}{E}.\tag{8}$$

For $\gamma\le\gamma_B$ the first two terms together are at least $E-p\ge0$, and in the third $p/E\le1$. Hence

$$B_\gamma\ge\inf_pe(p)\ge-\gamma\Big(\frac\pi4-\frac1\pi\Big)m,\qquad\gamma\le\gamma_B.\tag{9}$$

At $\gamma_B$ the floor is $-0.906037\times0.467088\,m=-0.423199\,m$, or $-216.25$ keV with $mc^2=510.999$ keV. The mass enters only through a bounded term, so it shifts the floor and cannot move the threshold. For $m=0$ the statement is $B_\gamma\ge0$. For $\gamma\to0$ the infimum of $e(p)$ tends to $m$, the correct limit, whereas the cruder floor tends to zero.

The physical content is in $1/\gamma_B$. At $p\gg m$ both $\phi_\pm^2$ tend to $\tfrac12$, so half the weight of a collapsing $s_{1/2}$ state sits in the lower component. That component has $\bar l=1$, is kept off the nucleus by its angular dependence, and feels the Coulomb constant $I_1/\pi=2/\pi=0.636620$ instead of $I_0/\pi=\pi/2=1.570796$. The mean of the two constants is $1/\gamma_B$. Spin alone is not the cause: a two-component particle with the operator $H_\gamma$ has the threshold $2/\pi$.

**Q.** All this was shown for bounded functions in a momentum shell with finitely many partial waves. And a bound on expectation values is not yet an operator.

**A.** Call that set of functions $\mathcal D$. Any state of finite kinetic energy is the limit of a sequence $\psi_n$ in $\mathcal D$ in the norm $\int E|\hat\psi|^2$, obtained by cutting off the partial-wave sum, the momentum range and the amplitude. A subsequence converges pointwise almost everywhere in position space, so Fatou's lemma gives $\int|\psi|^2/r\le\liminf\int|\psi_n|^2/r$, and Kato's inequality, applied to each component, holds for the limit. It shows that $\langle1/r\rangle$ is continuous in that norm, so (7), (8) and (9) pass to all states of finite kinetic energy. For the operator, a function in $\mathcal D$ is bounded in position space because $\hat\psi$ is integrable. Then $\psi/r$ is square integrable: near the origin $r^{-2}$ is integrable, and for $r>1$ it is dominated by $|\psi|$. So $B_\gamma$ is a symmetric operator on the dense set $\mathcal D$, bounded below, and the Friedrichs extension theorem gives a self-adjoint operator with the same lower bound. This includes $\gamma=\gamma_B$.

We have shown that $B_\gamma$ is bounded below for $\gamma\le\gamma_B$ and $H_\gamma$ for $\gamma\le2/\pi$, endpoints included. It remains to show that both operators are unbounded below beyond these thresholds, to compute actual levels, and to see what the result means for the many-electron atom.
